Potential step of hydrogen-terminated silicon(111) and its first depolarization correction

**1. Result**

On an ideal Si(111) surface with one hydrogen atom on every surface silicon atom, the Si–H bonds form a layer of parallel dipoles. If the bonds do not polarize one another, the electrostatic potential changes across the layer by

V₀ = p₀N/ε₀, p₀ = f e d. (1)

Here N is the number of bonds per area, d is the bond length, e is the elementary charge, and f is the ionic character of the bond. Pauling electronegativities and the Hannay–Smyth formula give f ≈ 0.051 and V₀ ≈ 1.1 V. On the electronegativity scale hydrogen is the negative, outer end, so in this model the potential falls by V₀ on the way out of the crystal.

Mutual polarization is governed by the number

x = αS/s³, (2)

where α is the polarizability volume of a bond, s is the distance between neighbouring bonds and S ≈ 11.03 is a lattice sum. For small x the step is

V = V₀[1 − x + O(x²)]. (3)

The unscreened step is the leading term of this expansion, and depolarization is its first correction. In the point-dipole model used here the whole series can be summed, which shows where (3) stops being useful.

V₀ is the contribution of the Si–H layer relative to a surface without that dipole. That reference is hypothetical. V₀ is not the total surface dipole, which also contains the spreading of the silicon electrons into the vacuum. Nor is it the change caused by hydrogenating a clean surface, because a dangling bond carries a dipole of its own. In density-functional calculations on small silane clusters with frozen geometry, capping a dangling bond with hydrogen changes the normal dipole by at most about 0.2 debye, with a sign that depends on the cluster.

**2. Geometry: one normal bond per surface atom**

Let a be the cubic lattice constant and n = (1,1,1)/√3 the outward normal. An atom of one sublattice has four neighbours, at

(a/4)(1,1,1), (a/4)(1,−1,−1), (a/4)(−1,1,−1), (a/4)(−1,−1,1).

Their heights along n follow from the scalar product. The first is 3a/(4√3) = √3a/4 above the atom. Each of the other three is a/(4√3) below it. The (111) planes therefore come in close pairs, and the pairs are joined by the vertical bonds. All four bonds have the same length, √3a/4; only their heights along n differ.

Cut the crystal through these vertical bonds. Each atom of the top plane loses one neighbour, the one along n, and keeps the other three. An atom of the plane just below has the reversed bond directions: three bonds go up to the top plane and one goes straight down, and all four are intact. There is thus one broken bond per top atom, and it points along the normal. Hydrogen saturates it.

The top atoms form a triangular net. Neighbours in it are separated by vectors such as (a/2)(1,−1,0), of length

s = (a/2)√2 = a/√2.

The unit cell is a rhombus with sides s and an angle of 60°, so its area is (√3/2)s² = √3a²/4. It contains one atom, hence

N = 2/(√3s²) = 4/(√3a²). (4)

**3. The bond dipole and its sign**

Ionic character is defined here as the bond dipole divided by the dipole of a full elementary charge displaced by the bond length. This definition gives p₀ = f e d at once. The picture of charges −fe on hydrogen and +fe on silicon reproduces this dipole, but f need not be the true charge of either atom.

The Hannay–Smyth formula is an empirical relation between f and the electronegativity difference D:

f = 0.16D + 0.035D², D = |χ(H) − χ(Si)|. (5)

It is taken as an input, not derived. With χ(H) = 2.20 and χ(Si) = 1.90, D = 0.30 and

f = 0.0480 + 0.00315 ≈ 0.0512.

The linear term dominates. The quadratic term adds 0.00315/0.0480, or about 7 % of the linear one. A small quadratic term does not make f accurate to 7 %, because (5) is a fit and not the beginning of a controlled series.

The formula gives only a magnitude. The sign is taken from χ(H) > χ(Si): electrons are drawn towards hydrogen. For so small a difference this is an assumption of the model, since the rest of the charge around silicon can outweigh the bond polarity. With z pointing outward, the dipole vector runs from negative to positive charge, and so points inward:

P₀ = −p₀ along z.

**4. The leading term**

Replace the charges by their averages over the surface plane. Silicon becomes a sheet of charge density +σ at z = −d/2, and hydrogen a sheet of density −σ at z = +d/2, with σ = efN.

By Gauss's law, a single sheet of density σ produces a field of magnitude σ/(2ε₀) on each side, directed away from it when σ is positive. Between the sheets, the positive sheet below gives +σ/(2ε₀) along z. The negative sheet above attracts a positive test charge and gives another +σ/(2ε₀). Outside, the two contributions cancel. Therefore

E = σ/ε₀ for |z| < d/2, and E = 0 elsewhere.

Since E = −dφ/dz, the potential change is

φ(outside) − φ(inside) = −∫E dz = −σd/ε₀ = −efdN/ε₀ = −V₀. (6)

An electron has potential energy −eφ, which rises by eV₀ on the way out. In the model, the vacuum level is raised relative to the silicon bands, and the electron affinity is larger by eV₀ than for the hypothetical surface without the bond dipole.

The averaging does not alter the step. Above the layer, write the potential of the discrete charges as a Fourier series over the reciprocal vectors G of the net:

φ(ρ,z) = Σ φ_G(z) exp(iG·ρ).

There is no charge there, so Laplace's equation requires

d²φ_G/dz² = G²φ_G, hence φ_G ∝ exp(−Gz) for G ≠ 0.

The growing solution is excluded because the potential must stay finite. The term with G = 0 is the plane average, and it obeys the one-dimensional problem just solved. Far from the layer it alone survives. Rows of the net are √3s/2 apart, so the shortest reciprocal vector has length 2π/(√3s/2) = 4π/(√3s). The slowest ripple decays over

ℓ = √3s/(4π). (7)

**5. The opposing field of the neighbours**

The dipole in (1) is that of a bond left to itself. In the layer, each bond sits in the field of all the others. For a point dipole P at the origin, the field at r = r r̂ is

E = [3(P·r̂)r̂ − P]/(4πε₀r³).

The neighbours lie in the plane perpendicular to P, so P·r̂ = 0 and each contributes −P/(4πε₀r³). The fields all oppose the dipoles and add up:

E_loc = −(P/(4πε₀s³)) S, S = Σ (s/r)³, (8)

where the sum runs over all sites except the one considered.

The first three shells contain six sites each, at distances s, √3s and 2s. They contribute 6, 6/3^(3/2) = 1.155 and 6/8 = 0.75. The nearest neighbours thus supply more than half of S, but the remainder converges slowly. In units of s, the net has 2/√3 sites per unit area. The sites beyond a radius R contribute approximately

∫ from R to ∞ of (2/√3)(2πr dr)/r³ = 4π/(√3R). (9)

Direct summation to R = 400, completed with this tail, gives S = 11.034.

A bond of polarizability volume α acquires the induced dipole 4πε₀αE_loc. All sites are equivalent, so the same P appears on both sides of

P = P₀ + 4πε₀αE_loc = P₀ − (αS/s³)P = P₀ − xP.

Collecting the terms in P gives (1 + x)P = P₀. The step is proportional to the total dipole, permanent plus induced, so

V = V₀/(1 + x). (10)

This is a mean-field result in which every bond responds linearly as a point dipole. The polarization of the silicon beneath is left out.

**6. Weak coupling and the first correction**

To expand (10), use the identity

1/(1 + x) = 1 − x + x²/(1 + x),

which is confirmed by multiplying by 1 + x: (1 − x)(1 + x) + x² = 1. Hence

V = V₀(1 − x) + V₀x²/(1 + x). (11)

The last term is the whole remainder, not an estimate of it. It is positive, so the first correction taken alone makes the step too small. The reason is physical: the term −x is computed with the neighbours' full dipoles p₀, whereas the neighbours are themselves reduced and oppose less strongly.

The dependence on density is instructive. From (4), 1/s² = √3N/2, so 1/s³ = (√3N/2)^(3/2) and

x = αS(√3/2)^(3/2) N^(3/2) ≈ 8.9 αN^(3/2).

For a dilute triangular layer with fixed p₀ and α,

V = (p₀N/ε₀)[1 − 8.9 αN^(3/2) + …]. (12)

The leading step is linear in density, and the first correction to V grows as N^(5/2). At low density the dipoles simply add. The linear term needs no ordered arrangement, because the plane average counts dipoles and ignores their positions. The coefficient 8.9 does require the triangular net.

**7. The opposite limit**

For x ≫ 1, write 1/(1 + x) = (1/x)/(1 + 1/x) and expand in 1/x:

V = (V₀/x)[1 − 1/x + …].

Inserting V₀ = 2p₀/(√3ε₀s²) and x = αS/s³ gives the leading term

V₀/x = 2p₀s/(√3ε₀αS).

According to (10), the step then falls in proportion to s when the dipoles are packed more closely: each dipole shrinks faster than the density grows. This limit is formal, because the uniform solution is unstable before it is reached. Divide the net into three sublattices and give the dipoles the pattern 1, −1/2, −1/2. A site's own sublattice has spacing √3s and contributes S/3^(3/2), so the sum for this pattern is S/3^(3/2) − ½(S − S/3^(3/2)) = −0.211S. Its divisor is 1 − 0.211x, which vanishes at x ≈ 4.7. Beyond that value the linear model has no stable state.

Between the two regimes there is a maximum. Put x = cN^(3/2) with c constant, so that V ∝ N/(1 + cN^(3/2)). The numerator of the derivative with respect to N is

1 + cN^(3/2) − N·(3/2)cN^(1/2) = 1 − x/2,

which vanishes at x = 2, where V = V₀/3. This is a property of (10), for point dipoles that respond only along the normal. If the same α acted in the plane, a uniform in-plane polarization would feel a reinforcing field with the sum S/2, and its divisor 1 − x/2 would vanish at this same x = 2. At strong coupling the charge clouds of neighbouring bonds may overlap, and then neither a fixed α nor a point dipole is justified.

**8. Numbers for Si(111):H**

Take a = 0.543 nm and d = 0.15 nm as inputs of the model. Then s = 0.543/√2 = 0.384 nm and

N = 4/(√3 × 0.543²) = 7.83 nm⁻² = 7.83 × 10¹⁴ cm⁻².

The bond dipole is

p₀/e = 0.0512 × 0.15 nm = 0.0077 nm,

or about 0.37 debye. With e/ε₀ = 18.095 V nm and unrounded intermediate values,

V₀ = 18.095 × 0.00767 × 7.832 V = 1.09 V ≈ 1.1 V.

In atomic units the energy eV₀ is 0.040 hartree. An effective charge of only one twentieth of e at each end of a bond is enough for a volt because the bonds are so dense.

The ripple length (7) is 0.053 nm, a small fraction of the bond spacing. The step can also be obtained from the point charges themselves, by adding their Coulomb potentials 1.5 nm above and below the centre of a finite disc. At height h, a disc of radius R ≫ h gives the step reduced by the fraction h/R, because a uniform dipole disc has the axial factor 1 − h/√(R² + h²). The combination 2Δφ(2R) − Δφ(R) removes this term. With R = 80 nm, it gives −1.087 V both above a hydrogen atom and above a hollow of the net. The sign and the lateral uniformity agree with (6).

The mean field inside the layer is V₀/d = 72 MV/cm. It extends over one bond length and vanishes on both sides, so it should not be compared with the breakdown field of a macroscopic silicon region.

For depolarization, let α be 0.001 or 0.003 nm³. These are round model parameters chosen to show a range, not measured bond polarizabilities. They give x = 0.195 and x = 0.585.

- For α = 0.001 nm³, the first correction gives 1.087 × (1 − 0.195) = 0.88 V, and the summed result is 1.087/1.195 = 0.91 V.
- For α = 0.003 nm³, the first correction gives 1.087 × (1 − 0.585) = 0.45 V, and the summed result is 1.087/1.585 = 0.69 V.

In the first case the truncated expansion is low by about 0.03 V, in the second by about 0.23 V (from unrounded values), as the remainder in (11) requires. The first correction is adequate at the smaller polarizability. At the larger one, the summed form is needed.

The assumption that all dipoles are equal can be relaxed by solving the coupled linear equations for a finite patch. For 2263 dipoles within a radius of 25s, the central dipole is 0.840p₀ for the smaller α and 0.637p₀ for the larger. The infinite-layer values are 0.837p₀ and 0.631p₀. The small excess comes from the missing outer sites. By (9) they would add 4π/(√3 × 25) = 0.29 to S. Using 11.03 − 0.29 in (10) instead of 11.03 reproduces both patch values to within 0.001.

**9. Finite dipole length**

The bond length is not negligible beside the spacing: d/s = 0.39. To size the error, treat every dipole as charges ∓q separated by d, and average the neighbours' field along a bond. For a neighbour at distance r, charges at equal heights are r apart and those at unequal heights are √(r² + d²) apart. The potential at the top end is (q/4πε₀)[−1/r + 1/√(r² + d²)], and at the bottom end it is the negative of this. The difference divided by d gives a mean opposing field of

(2q/(4πε₀d)) [1/r − 1/√(r² + d²)].

For d ≪ r, the bracket is d²/(2r³) − 3d⁴/(8r⁵) + …. The first term restores the point-dipole field qd/(4πε₀r³). The second reduces it by the fraction 3d²/(4r²). Summing the full bracket over the net numerically gives 0.937 times the point-dipole field.

If the induced dipole has the same length d, x is multiplied by 0.937. The steps become 1.087/1.183 = 0.92 V and 1.087/1.548 = 0.70 V. This changes the depolarized values by only about 0.01 to 0.02 V.

**10. How far the ionicity can be trusted**

A large doubt lies in f. The hydrogen halides offer a comparison, but not an independent test, because both ionicity formulas used below were originally adjusted to data for hydrogen halides. Rough dipoles of 1.8, 1.1, 0.83 and 0.45 debye and rough lengths of 0.092, 0.13, 0.14 and 0.16 nm, for HF, HCl, HBr and HI, are converted with 1 e nm ≈ 48 debye. The halogen electronegativities are 3.98, 3.16, 2.96 and 2.66. Pauling's own formula, f = 1 − exp(−D²/4), is included.

| Molecule | f from rough data | Hannay–Smyth | Pauling |
|---|---|---|---|
| HF | 0.41 | 0.396 | 0.547 |
| HCl | 0.18 | 0.186 | 0.206 |
| HBr | 0.12 | 0.142 | 0.134 |
| HI | 0.06 | 0.081 | 0.052 |

Over the four molecules the root-mean-square deviation is 0.016 for Hannay–Smyth and 0.072 for Pauling. The latter is dominated by HF. For HBr and HI, which have the smallest D of the four, Pauling's formula is the closer one, and Hannay–Smyth lies about 0.02 too high.

This matters because D is smaller still for Si–H. The Hannay–Smyth deviation, 0.0164 before rounding, corresponds to about 0.35 V in V₀, a third of the result. Pauling's formula gives f = 0.022 and a step of 0.47 V. The halide data suggest that 1.1 V may be an overestimate, but they do not establish it for a bond to silicon.

The electronegativities matter too. With the other inputs fixed, D = 0.25 gives 0.90 V and D = 0.35 gives 1.28 V.

**11. Bond bending**

A tilted bond contributes only its normal component, p₀cos θ, if the dipole turns rigidly with it. Treat the two bending angles as independent oscillators of frequency ω with the hydrogen mass m moving at radius d. The mean energy of each is

ħω[1/2 + 1/(exp(ħω/kT) − 1)] = (ħω/2) coth(ħω/2kT).

Half of it is potential energy, ½md²ω²⟨θₓ²⟩, so

⟨θₓ²⟩ = (ħ/(2mωd²)) coth(ħω/2kT).

For small angles, 1 − ⟨cos θ⟩ ≈ ½(⟨θₓ²⟩ + ⟨θᵧ²⟩) = ⟨θₓ²⟩. With a rough bending quantum ħω = 80 meV, T = 300 K and ħ²/(md²) = 1.84 meV, the coth factor is 1.095 and the loss is

1.84/(2 × 80) × 1.095 = 0.013.

In this rigid-dipole estimate, the step falls by about 1 %, or 0.01 V. The factor 1.095 shows that most of this is zero-point motion, which cooling does not remove. A real bond also redistributes its charge as it bends. That effect is left out here and can make the change in the step several times larger.

**12. Real surfaces and contacts**

The lattice constant, bond length and bond density are close to those of real hydrogen-terminated Si(111). The bond dipole and α are much less certain. Real surfaces have steps and missing hydrogen. At leading order, with the remaining bond dipoles unchanged, losing 10 % of the hydrogen lowers the layer's step by 10 %, about 0.1 V. Separately, in the point-dipole model, mutual polarization lowers the estimate for the complete layer to 0.91 or 0.69 V for the two model polarizabilities. These values omit the polarization of the silicon beneath. Its field can counteract that of the neighbours, but its size depends strongly on the distance between the bond dipoles and the polarizable silicon and is not estimated here. The two values therefore illustrate the model and do not bound the step of a real surface.

In a metal contact a dipole layer with the sign assumed here lowers the barrier for electrons. If the layer survives intact and no other interface charge responds, that barrier is the metal work function minus the increased affinity. The hole barrier rises by the same amount, since the two add up to the band gap. Both conditions can fail: metal deposition or silicide formation may remove the hydrogen, and interface states and the metal's own screening can compensate part of the dipole. V₀ is therefore an input to a barrier model, not a predicted barrier shift. The size of that compensation depends on the contact and is not estimated here.
